**Zero-point energy of a Morse diatomic and the scale factors for ZPE and fundamental**

For V = D[1 − e^{−a(r−r_e)}]², reduced mass μ and J = 0, with ω_e = a√(2D/μ) and x_e = ħω_e/4D < 1/3, the zero-point energy is E₀ = ¾Z_h + ¼Z_f, where Z_h = ħω_e/2 and Z_f = (E₁ − E₀)/2. For an approximate harmonic frequency ω_c the factors λ_h = ω_e/ω_c, λ_Z = 2E₀/ħω_c and λ_F = (E₁ − E₀)/ħω_c obey λ_Z − λ_F = (3/2)x_eλ_h, and λ_Z = ¾λ_h + ¼λ_F also holds for least-squares fits over a set. The program asserts that the Laguerre functions solve the Schrödinger equation, that grid diagonalization reproduces the levels, the weight ¼, the loss of the v = 1 level between x_e = 0.30 and 0.36 and the scale-factor relations, and that a nearby hard wall breaks the weight. It also asserts the perturbation coefficients by explicit sums, the weights w = (Z_h − E₀)/(Z_h − Z_f) near ½, 11/30 and ½ for quartic, cubic and coupled-mode perturbations, and the approach of w to ¼ − Y₀₀/X as μ^(−1/2), where X and Y₀₀ are the quadratic and constant terms of the level formula. For H₂ with FCI/cc-pVTZ as reference and RHF/cc-pVTZ as approximate method, the Morse model gives E₀ = 43.1697 zJ, λ_Z = 0.94722 and λ_F = 0.90528. The FCI curve itself gives E₀ = 43.3573 zJ and w = 0.186 rather than ¼, while λ_Z − λ_F = 0.04327 remains positive.

## Check in Python

```python
# Result under test. Morse curve V = D (1 - exp(-a (r - re)))^2, reduced mass mu, J = 0:
#   E_v = hbar*we*[(v+1/2) - xe (v+1/2)^2], we = a sqrt(2D/mu), xe = hbar*we/(4D) = 1/(2 Lam)
#   E0 = 3/4 Zh + 1/4 Zf, with Zh = hbar*we/2, Zf = (E1 - E0)/2  (v=1 bound iff xe < 1/3).
# For a cheap harmonic frequency wc: lh = we/wc, lZ = 2 E0/(hbar wc), lF = (E1-E0)/(hbar wc),
#   lZ = 3/4 lh + 1/4 lF, lZ - lF = 3/2 xe lh.
# General curve k x^2/2 + c3 x^3 + c4 x^4, b = hbar/(2 mu we): weight w = (Zh-E0)/(Zh-Zf)
#   -> 1/4 - Y00/X, X = 30 c3^2 b^3/(hbar we) - 6 c4 b^2, Y00 = 3/2 c4 b^2 - 7/2 c3^2 b^3/(hbar we).
# Levels are always obtained by diagonalization and compared with these formulas.
import numpy as np, sympy as sp
from math import factorial
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import hbar, h, c, m_p, physical_constants as pc
from numpy.polynomial import Chebyshev
from pyscf import gto, scf, fci, hessian

Eh, a0 = pc['Hartree energy'][0], pc['Bohr radius'][0]
zJ, cm = 1e-21, h*c*100

def levels(V, mu, lo, hi, N, n=3):
    """Sine-basis grid Hamiltonian with hard walls at lo and hi (SI)."""
    j = np.arange(1, N+1)
    U = np.sqrt(2/(N+1))*np.sin(np.outer(j, j)*np.pi/(N+1))
    T = (U*(hbar*j*np.pi/(hi-lo))**2/(2*mu)) @ U
    return eigh(T + np.diag(V(lo + j*(hi-lo)/(N+1))), eigvals_only=True, subset_by_index=[0, n-1])

def weight(Zh, E):
    return (Zh - E[0])/(Zh - (E[1]-E[0])/2)

def morse_levels(D, a, mu, ylo=None, yhi=None, N=500):
    L = np.sqrt(2*mu*D)/(a*hbar)
    ylo = -np.log(1 + 60/L + 12/np.sqrt(L)) if ylo is None else ylo
    yhi = 12/np.sqrt(L) + 25/(L-1.5) if yhi is None else yhi
    return levels(lambda x: D*(1-np.exp(-a*x))**2, mu, ylo/a, yhi/a, N)

# Symbolic: Taylor coefficients, and Laguerre functions put into the Schroedinger equation
y, Ds, As = sp.symbols('y D a', positive=True)
ser = sp.expand(sp.series(Ds*(1-sp.exp(-As*y))**2, y, 0, 5).removeO())
k2, k3, k4 = [ser.coeff(y, n) for n in (2, 3, 4)]
assert sp.simplify(k2-Ds*As**2) == 0 and sp.simplify(k3+Ds*As**3) == 0
assert sp.simplify(k4-sp.Rational(7, 12)*Ds*As**4) == 0
hw = sp.symbols('hw', positive=True); bs = hw/(4*k2)
assert sp.simplify(sp.Rational(3, 2)*k4*bs**2 - sp.Rational(7, 2)*k3**2*bs**3/hw) == 0
assert sp.simplify(30*k3**2*bs**3/hw - 6*k4*bs**2 - hw**2/(4*Ds)) == 0
t = sp.symbols('t'); half = sp.Rational(1, 2)
for L in (sp.Rational(73, 10), sp.Rational(35, 2)):
    for v in range(3):
        s = L - v - half; z = 2*L*sp.exp(-y)
        psi = z**s*sp.exp(-z/2)*sp.assoc_laguerre(v, 2*s, t).subs(t, z)
        local = (-sp.diff(psi, y, 2) + L**2*(1-sp.exp(-y))**2*psi)/psi
        for y0 in (sp.Rational(-2, 5), sp.Rational(9, 10)):
            assert abs(local.subs(y, y0).evalf(40) - (2*L*(v+half) - (v+half)**2)) < 1e-25

# Morse spectrum and weight 1/4 over a range of xe; bound-state threshold; effect of a close wall
mu_t, a_t = m_p, 2e10
unit = (hbar*a_t)**2/(2*mu_t)
for xe_t in (0.01, 0.03, 0.1, 0.25):
    D_t = unit/(2*xe_t)**2; hw_t = hbar*a_t*np.sqrt(2*D_t/mu_t)
    E = morse_levels(D_t, a_t, mu_t)
    for v in (0, 1):
        assert abs(E[v]/(hw_t*((v+.5) - xe_t*(v+.5)**2)) - 1) < 1e-9
    assert abs(weight(hw_t/2, E) - 0.25) < 1e-7
for xe_t, nbound in ((0.30, 2), (0.36, 1)):
    D_t = unit/(2*xe_t)**2
    assert np.sum(morse_levels(D_t, a_t, mu_t, -3.5, 60, 600) < D_t) == nbound
assert abs(weight(5*unit, morse_levels(25*unit, a_t, mu_t, ylo=-0.5)) - 0.25) > 0.05

# Perturbation coefficients by explicit sums; pure quartic, pure cubic, two coupled modes
nb = 40
A = np.diag(np.sqrt(np.arange(1, nb)), 1); X1 = A + A.T
X2, X3, X4 = X1@X1, X1@X1@X1, X1@X1@X1@X1
for v in range(5):
    assert abs(X4[v, v] - (6*v*v+6*v+3)) < 1e-9
    second = sum(X3[m, v]**2/(v-m) for m in range(nb) if m != v)
    assert abs(second + (30*v*v+30*v+11)) < 1e-8
m = 30; H0 = np.diag(np.arange(m)+.5)
w_quartic = weight(.5, eigh(H0 + 1e-5*X4[:m, :m], eigvals_only=True))
w_cubic = weight(.5, eigh(H0 + 1e-3*X3[:m, :m], eigvals_only=True))
assert abs(w_quartic-0.5) < 1e-3 and abs(w_cubic-11/30) < 1e-3
m = 12; n1 = np.diag(np.arange(m)+.5); q2 = X2[:m, :m]/2; g = 1e-3
E = eigh(np.kron(n1, np.eye(m)) + 1.7*np.kron(np.eye(m), n1) + g*np.kron(q2, q2), eigvals_only=True)
Zf2 = (E[1]+E[2]-2*E[0])/2
w_coupled = (1.35-E[0])/(1.35-Zf2)
assert abs((E[0]-1.35)/(g/4)-1) < 5e-3 and abs((Zf2-1.35)/(g/2)-1) < 5e-3
assert abs(w_coupled-0.5) < 5e-3

# H2 curves in cc-pVTZ (hartree, bohr inside this block)
def h2(R):
    return gto.M(atom=[('H', (0, 0, 0)), ('H', (0, 0, R))], basis='cc-pvtz', unit='Bohr', verbose=0)
def fci_elec(R):
    mol = h2(R); sv, sU = eigh(mol.intor('int1e_ovlp')); Xo = (sU/np.sqrt(sv)) @ sU.T
    h1 = Xo @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ Xo
    eri = mol.intor('int2e')
    for _ in range(4):
        eri = np.tensordot(eri, Xo, axes=(0, 0))
    I = np.eye(len(h1))
    H = eri.transpose(0, 2, 1, 3) + np.einsum('pr,qs->pqrs', h1, I) + np.einsum('pr,qs->pqrs', I, h1)
    p, q = np.triu_indices(len(h1)); nrm = np.sqrt(1.0 + (p == q))
    Hs = (H + H.transpose(0, 1, 3, 2))[p, q][:, p, q]/np.outer(nrm, nrm)
    return eigh(Hs, eigvals_only=True, subset_by_index=[0, 0])[0]
def rhf(R):
    mf = scf.RHF(h2(R)); mf.conv_tol = 1e-12; mf.kernel(); assert mf.converged
    return mf
def curve(f, lo, hi, n):
    R = (lo+hi)/2 + (hi-lo)/2*np.cos((np.arange(n)+.5)*np.pi/n)
    ch = Chebyshev.fit(R, [f(r) for r in R], n-1, domain=[lo, hi])
    d = lambda r, o=0: (ch.deriv(o) if o else ch)(r) + (-1)**o*factorial(o)/r**(o+1)
    return d, brentq(lambda r: d(r, 1), 1.25, 1.55, xtol=1e-14)
Rlo, Rhi = 0.5, 3.6
VF, RF = curve(fci_elec, Rlo, Rhi, 30)
solver = fci.FCI(rhf(1.4)); solver.conv_tol = 1e-11
assert abs(solver.kernel()[0] - VF(1.4)) < 1e-7
assert abs(fci_elec(2.37) + 1/2.37 - VF(2.37)) < 1e-7
VH, RH = curve(lambda r: rhf(r).e_tot - 1/r, 1.2, 1.6, 9)
assert abs(rhf(RH).Hessian().kernel()[0, 0, 2, 2]/VH(RH, 2) - 1) < 1e-4
atom = gto.M(atom='H 0 0 0', basis='cc-pvtz', spin=1, verbose=0)
E_atom = eigh(atom.intor('int1e_kin')+atom.intor('int1e_nuc'), atom.intor('int1e_ovlp'), eigvals_only=True)[0]

mu = m_p/2
D = (2*E_atom - VF(RF))*Eh; re = RF*a0
k = VF(RF, 2)*Eh/a0**2; c3 = VF(RF, 3)/6*Eh/a0**3; c4 = VF(RF, 4)/24*Eh/a0**4
kc = VH(RH, 2)*Eh/a0**2
we, wc = np.sqrt(k/mu), np.sqrt(kc/mu)
a = np.sqrt(k/(2*D)); Lam = np.sqrt(2*mu*D)/(a*hbar); xe = hbar*we/(4*D); X = hbar*we*xe
Zh = hbar*we/2; lh = we/wc

# Morse model of H2, hard wall at r = 0
EM = levels(lambda r: D*(1-np.exp(-a*(r-re)))**2, mu, 0.0, 6*a0, 300)
ZfM = (EM[1]-EM[0])/2; mixM = .75*Zh + .25*ZfM
assert abs(EM[0]/mixM - 1) < 1e-9 and abs(xe*2*Lam - 1) < 1e-12
for estimate, err in ((Zh, .25), (ZfM, -.75), ((Zh+ZfM)/2, -.25)):
    assert abs((estimate-EM[0])/X - err) < 1e-6
lZ, lF = 2*EM[0]/(hbar*wc), 2*ZfM/(hbar*wc)
assert abs(lZ-lh*(1-xe/2)) < 1e-9 and abs(lF-lh*(1-2*xe)) < 1e-9 and abs(lZ-lF-1.5*xe*lh) < 1e-9
z0, zp = 2*Lam*np.exp(a*re), 2*Lam-1
wall = np.exp(zp*np.log(z0/zp) - (z0-zp))

# FCI curve itself
def fci_levels(f):
    sig = np.sqrt(hbar/np.sqrt(k*mu*f))
    lo, hi = max(Rlo*a0, re-14*sig), min(Rhi*a0, re+14*sig)
    return levels(lambda r: (VF(r/a0)-VF(RF))*Eh, mu*f, lo, hi, 200)
b = hbar/(2*mu*we); t3, t4 = c3**2*b**3/(hbar*we), c4*b**2
XF, Y00 = 30*t3 - 6*t4, 1.5*t4 - 3.5*t3
w_lead = .25 - Y00/XF
EF = fci_levels(1); ZfF = (EF[1]-EF[0])/2; wF = weight(Zh, EF); mixF = .75*Zh + .25*ZfF
w100, w400 = weight(Zh/10, fci_levels(100)), weight(Zh/20, fci_levels(400))
ratio = (w100-w_lead)/(w400-w_lead)
assert abs(wF-w_lead) < 0.02 and abs(w400-w_lead) < 1e-3 and 1.8 < ratio < 2.2
lZF, lFF = 2*EF[0]/(hbar*wc), 2*ZfF/(hbar*wc)
assert abs(wF-.25) > 0.02 and lZF - lFF > 0.01

# Least-squares factors over a model set: (D/1e-19 J, a/1e10 m^-1, mu/1e-27 kg, wc/we)
model = np.array([(7, 2.0, 1, 1.04), (9, 2.2, 2, 1.10), (15, 2.5, 12, 1.13), (4, 2.0, 30, 1.07)])
Dm, am, mm = model[:, 0]*1e-19, model[:, 1]*1e10, model[:, 2]*1e-27
wm = am*np.sqrt(2*Dm/mm); wcm = wm*model[:, 3]; xm = hbar*wm/(4*Dm)
Em = np.array([morse_levels(*row) for row in zip(Dm, am, mm)])
fit = lambda target: np.linalg.lstsq(wcm[:, None]/1e14, target/1e14, rcond=None)[0][0]
sh, sZ, sF = fit(wm), fit(2*Em[:, 0]/hbar), fit((Em[:, 1]-Em[:, 0])/hbar)
assert abs(sZ - (.75*sh + .25*sF)) < 1e-8
assert abs(sZ - sF - 1.5*np.sum(wcm*wm*xm)/np.sum(wcm**2)) < 1e-8

P = print
P(f"hbar = {hbar:.6e} J s; mu = m_p/2 = {mu:.6e} kg; 1 zJ = {zJ/cm:.4f} cm^-1")
P(f"FCI: re = {re*1e12:.3f} pm; D = {D/zJ:.2f} zJ; k = {k:.3f} N/m")
P(f"FCI: c3 = {c3:.5e} J/m^3; c4 = {c4:.5e} J/m^4")
P(f"RHF: re = {RH*a0*1e12:.3f} pm; k = {kc:.3f} N/m")
P(f"we = {we:.5e} rad/s; wc = {wc:.5e} rad/s")
P(f"hbar*we = {hbar*we/zJ:.4f} zJ; hbar*wc = {hbar*wc/zJ:.4f} zJ; hbar*wc/2 = {hbar*wc/2/zJ:.4f} zJ")
P(f"Morse: a = {a:.5e} 1/m; a*re = {a*re:.4f}; Lam = {Lam:.4f}; xe = {xe:.6f}")
P(f"Morse: hbar*we*xe = {X/zJ:.4f} zJ; density at r=0 / peak = {wall:.1e}")
P(f"Zh = {Zh/zJ:.4f} zJ = {Zh/cm:.2f} cm^-1")
P(f"Morse grid: E0 = {EM[0]/zJ:.4f} zJ = {EM[0]/cm:.2f} cm^-1")
P(f"Morse grid: E1 = {EM[1]/zJ:.4f} zJ; E1-E0 = {2*ZfM/zJ:.4f} zJ")
P(f"Morse: Zf = {ZfM/zJ:.4f} zJ = {ZfM/cm:.2f} cm^-1")
P(f"Morse: 3/4 Zh + 1/4 Zf = {mixM/zJ:.4f} zJ = {mixM/cm:.2f} cm^-1; w = {weight(Zh, EM):.6f}")
P(f"Morse errors: Zh {(Zh-EM[0])/zJ:+.4f}, Zf {(ZfM-EM[0])/zJ:+.4f}, average {((Zh+ZfM)/2-EM[0])/zJ:+.4f} zJ")
P(f"Morse factors: lh = {lh:.5f}; lZ = {lZ:.5f}; lF = {lF:.5f}; lZ-lF = {lZ-lF:.5f}")
P(f"Morse: ZPE error from using lF = {100*(lF/lZ-1):.2f} %")
P(f"FCI curve: b = {b:.5e} m^2; c3^2 b^3/(hbar we) = {t3/zJ:.5f} zJ; c4 b^2 = {t4/zJ:.5f} zJ")
P(f"FCI curve: X = {XF/zJ:.4f} zJ; Y00 = {Y00/zJ:.4f} zJ; leading w = {w_lead:.5f}")
P(f"FCI grid: E0 = {EF[0]/zJ:.4f} zJ = {EF[0]/cm:.2f} cm^-1")
P(f"FCI grid: E1 = {EF[1]/zJ:.4f} zJ; E1-E0 = {2*ZfF/zJ:.4f} zJ")
P(f"FCI: Zf = {ZfF/zJ:.4f} zJ = {ZfF/cm:.2f} cm^-1; w = {wF:.5f}")
P(f"FCI: 3/4 Zh + 1/4 Zf = {mixF/zJ:.4f} zJ = {mixF/cm:.2f} cm^-1")
P(f"FCI errors: Zh {(Zh-EF[0])/zJ:+.4f}, Zf {(ZfF-EF[0])/zJ:+.4f}, 3/4-1/4 {(mixF-EF[0])/zJ:+.4f}, average {((Zh+ZfF)/2-EF[0])/zJ:+.4f} zJ")
P(f"FCI factors: lZ = {lZF:.5f}; lF = {lFF:.5f}; lZ-lF = {lZF-lFF:.5f}")
P(f"FCI fictitious mass: w(100 mu) = {w100:.5f}; w(400 mu) = {w400:.5f}; remainder ratio = {ratio:.3f}")
P(f"w quartic (c4 b^2 = 1e-5 hbar we) = {w_quartic:.4f}; w cubic (c3 b^1.5 = 1e-3 hbar we) = {w_cubic:.4f}")
P(f"w coupled modes (w2/w1 = 1.7, g = {g} hbar w1) = {w_coupled:.4f}")
for i in range(4):
    P(f"model {i+1}: D = {Dm[i]/zJ:.0f} zJ; a = {am[i]:.1e} 1/m; mu = {mm[i]:.1e} kg; wc/we = {model[i,3]:.2f}")
    P(f"   we = {wm[i]:.4e} rad/s; xe = {xm[i]:.5f}; E0 = {Em[i,0]/zJ:.4f} zJ; E1-E0 = {(Em[i,1]-Em[i,0])/zJ:.4f} zJ")
P(f"set fit: lh = {sh:.5f}; lZ = {sZ:.5f}; lF = {sF:.5f}; 3/4 lh + 1/4 lF = {.75*sh+.25*sF:.5f}")
P("ALL CHECKS PASSED")
```

Output:

```
hbar = 1.054572e-34 J s; mu = m_p/2 = 8.363110e-28 kg; 1 zJ = 50.3412 cm^-1
FCI: re = 74.262 pm; D = 753.00 zJ; k = 577.244 N/m
FCI: c3 = -6.27280e+12 J/m^3; c4 = 9.90770e+22 J/m^4
RHF: re = 73.442 pm; k = 624.790 N/m
we = 8.30799e+14 rad/s; wc = 8.64337e+14 rad/s
hbar*we = 87.6137 zJ; hbar*wc = 91.1506 zJ; hbar*wc/2 = 45.5753 zJ
Morse: a = 1.95779e+10 1/m; a*re = 1.4539; Lam = 17.1891; xe = 0.029088
Morse: hbar*we*xe = 2.5485 zJ; density at r=0 / peak = 1.3e-28
Zh = 43.8068 zJ = 2205.29 cm^-1
Morse grid: E0 = 43.1697 zJ = 2173.21 cm^-1
Morse grid: E1 = 125.6864 zJ; E1-E0 = 82.5166 zJ
Morse: Zf = 41.2583 zJ = 2076.99 cm^-1
Morse: 3/4 Zh + 1/4 Zf = 43.1697 zJ = 2173.21 cm^-1; w = 0.250000
Morse errors: Zh +0.6371, Zf -1.9114, average -0.6371 zJ
Morse factors: lh = 0.96120; lZ = 0.94722; lF = 0.90528; lZ-lF = 0.04194
Morse: ZPE error from using lF = -4.43 %
FCI curve: b = 7.58897e-23 m^2; c3^2 b^3/(hbar we) = 0.19629 zJ; c4 b^2 = 0.57061 zJ
FCI curve: X = 2.4651 zJ; Y00 = 0.1689 zJ; leading w = 0.18148
FCI grid: E0 = 43.3573 zJ = 2182.66 cm^-1
FCI grid: E1 = 126.1280 zJ; E1-E0 = 82.7707 zJ
FCI: Zf = 41.3854 zJ = 2083.39 cm^-1; w = 0.18565
FCI: 3/4 Zh + 1/4 Zf = 43.2015 zJ = 2174.81 cm^-1
FCI errors: Zh +0.4496, Zf -1.9719, 3/4-1/4 -0.1558, average -0.7612 zJ
FCI factors: lZ = 0.95133; lF = 0.90807; lZ-lF = 0.04327
FCI fictitious mass: w(100 mu) = 0.18192; w(400 mu) = 0.18170; remainder ratio = 1.997
w quartic (c4 b^2 = 1e-5 hbar we) = 0.5000; w cubic (c3 b^1.5 = 1e-3 hbar we) = 0.3666
w coupled modes (w2/w1 = 1.7, g = 0.001 hbar w1) = 0.5003
model 1: D = 700 zJ; a = 2.0e+10 1/m; mu = 1.0e-27 kg; wc/we = 1.04
   we = 7.4833e+14 rad/s; xe = 0.02818; E0 = 38.9024 zJ; E1-E0 = 74.4684 zJ
model 2: D = 900 zJ; a = 2.2e+10 1/m; mu = 2.0e-27 kg; wc/we = 1.10
   we = 6.6000e+14 rad/s; xe = 0.01933; E0 = 34.4645 zJ; E1-E0 = 66.9104 zJ
model 3: D = 1500 zJ; a = 2.5e+10 1/m; mu = 1.2e-26 kg; wc/we = 1.13
   we = 3.9528e+14 rad/s; xe = 0.00695; E0 = 20.7704 zJ; E1-E0 = 41.1064 zJ
model 4: D = 400 zJ; a = 2.0e+10 1/m; mu = 3.0e-26 kg; wc/we = 1.07
   we = 1.0328e+14 rad/s; xe = 0.00681; E0 = 5.4273 zJ; E1-E0 = 10.7433 zJ
set fit: lh = 0.92937; lZ = 0.91933; lF = 0.88923; 3/4 lh + 1/4 lF = 0.91933
ALL CHECKS PASSED
```
